Perpendicular Strain of a Coherent Cubic Film on a (001) Surface, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From coherence to the strain ratio

**Q.** You say that a film stretched sideways by its substrate must change its height by a definite amount. Before I argue with that, tell me what the strains are measured from. A film that matches its substrate perfectly looks unstrained to me.

**A.** It matches the substrate, but it does not match itself. Let a_f be the lattice parameter that the film material would have if it were free of stress, at the temperature at which the film is used. Let a_s be the in-plane spacing that the substrate offers to the film, and a⊥ the film's actual lattice parameter along the surface normal. Both strains are measured from the free film:

ε∥ = (a_s − a_f)/a_f

ε⊥ = (a⊥ − a_f)/a_f

A positive strain is an extension. The film is coherent when its in-plane spacing equals a_s, with no dislocations at the interface to take up the difference. In that case ε∥ is also called the misfit. I take the substrate to be so thick that the film does not deform it.

**Q.** At the interface I accept ε∥. But the top of the film is far from the substrate. Why should it not spring back to its own spacing?

**A.** Because the layers would then have to curve. Put x and y in the surface along the cube axes, with z along the outward normal. Let u_x, u_y, u_z be the displacements from the free film, and use the small-strain definitions

ε_xx = ∂u_x/∂x, ε_zz = ∂u_z/∂z, 2ε_xz = ∂u_x/∂z + ∂u_z/∂x

with the corresponding expressions for the other components. Far from the edges of a wide film, one place in the plane is like another, so the strains can depend on z alone. Now differentiate ε_xx with respect to height, and replace ∂u_x/∂z by 2ε_xz − ∂u_z/∂x:

dε_xx/dz = ∂/∂x (∂u_x/∂z) = ∂(2ε_xz)/∂x − ∂²u_z/∂x²

The first term on the right is zero, because ε_xz does not depend on x. This leaves

dε_xx/dz = −∂²u_z/∂x²

The right side is minus the curvature of a layer. That curvature is the same at every height, since

∂/∂z (∂²u_z/∂x²) = ∂²ε_zz/∂x² = 0

At the interface the layer lies on a flat substrate and has no curvature, so it has none anywhere. Hence ε_xx keeps its interface value all the way up. The same steps with y in place of x treat ε_yy. For the in-plane shear they give dε_xy/dz = −∂²u_z/∂x∂y, which vanishes for the same reason. Therefore, at every depth,

ε_xx = ε_yy = ε∥, ε_xy = 0

The top layer can spring back near a lateral edge, where the assumption of sameness in the plane fails. In the middle of a wide film it cannot, although the effect of an edge fades only slowly, about as the thickness divided by the distance. The end of Part 2 gives its size.

**Q.** Then the height follows without any elasticity. The film keeps its volume, so if it grows by ε∥ in two directions it must shrink by 2ε∥ in the third.

**A.** Nothing obliges a solid to keep its volume. To first order the relative volume change is the sum of the three normal strains, and the crystal pays an energy for that change just as it pays for a change of shape. The height settles where the forces balance, so the forces have to be found.

Three strain components are still free: ε_zz, ε_xz and ε_yz. The film may become taller or shorter, and its layers may slide sideways over one another. Three conditions are needed to fix them.

**Q.** The film is under heavy stress. Where would you get three conditions without knowing what the substrate does to it?

**A.** From the free surface. Let σ_ij be the force per area in direction i on a plane whose normal is along j. In a body at rest, with its weight neglected, the forces on each small volume cancel:

∂σ_ix/∂x + ∂σ_iy/∂y + ∂σ_iz/∂z = 0, for i = x, y, z

The stresses follow from the strains, so they too depend on z alone. The first two terms vanish, leaving

dσ_iz/dz = 0

Each of σ_xz, σ_yz and σ_zz is therefore constant through the film. At the top surface nothing pulls or pushes, so all three are zero there, and hence at every depth:

σ_xz = σ_yz = σ_zz = 0

**Q.** That also says that the substrate exerts no force on the film across the interface. Yet you claim that the substrate is what stretches it.

**A.** In the interior of the film there is indeed no traction across the interface. The in-plane stress σ_xx is not zero, but there each part of the film is held by its neighbours in the film. The account is settled at the edges. Cut out a strip of film that runs from a lateral edge to the interior. Its inner face is pulled by a force σ_xx h per unit width, where h is the film thickness, while its outer face is free. The balancing force must come from shear across the interface, and it does so near the edge, where the uniform solution does not hold.

**Q.** Now you need a law connecting stress and strain. A general crystal has many elastic constants. What allows you to use so few?

**A.** The symmetry of the cube. For small strains the elastic energy per volume, u, is a quadratic function of the six strain components. A half-turn about z reverses x and y, so it changes the signs of ε_xz and ε_yz and leaves the other four components alone. A half-turn about x changes the signs of ε_xy and ε_xz. Each half-turn maps a cubic crystal onto itself, so u must not change.

Take a product such as ε_xz ε_zz. It changes sign under the half-turn about z and must be absent. The product ε_xy ε_zz is excluded by the half-turn about x, and so is ε_xz ε_yz. In this way every product of a shear with a normal strain drops out, and so does every product of two different shears. A cubic crystal also has threefold axes along the cube diagonals, which turn x into y, y into z and z into x. These make the remaining coefficients equal within each group:

u = (C₁₁/2)(ε_xx² + ε_yy² + ε_zz²) + C₁₂(ε_xx ε_yy + ε_yy ε_zz + ε_zz ε_xx) + 2C₄₄(ε_xy² + ε_yz² + ε_xz²)

The names and factors of the coefficients are the customary ones. If the unit cell holds many atoms, they may shift within the cell as it is strained. The constants are then those of the crystal with these shifts allowed, which is what a slow mechanical measurement gives.

**Q.** And the stresses?

**A.** They are the derivatives of u. For the normal strain,

σ_zz = ∂u/∂ε_zz = C₁₁ε_zz + C₁₂(ε_xx + ε_yy)

For a shear there is a factor of two to trace. The work in a small change of strain contains both σ_xz dε_xz and σ_zx dε_zx, which are equal. The derivative of u with respect to ε_xz is therefore 2σ_xz:

2σ_xz = 4C₄₄ε_xz, so σ_xz = 2C₄₄ε_xz

In the same way σ_yz = 2C₄₄ε_yz. Both stresses are zero and C₄₄ is positive in a stable crystal, so both shears vanish. The layers do not slide.

**Q.** So one condition is left for the height. What does it give?

**A.** Put ε_xx = ε_yy = ε∥ and ε_zz = ε⊥ into σ_zz = 0:

C₁₁ε⊥ + 2C₁₂ε∥ = 0

ε⊥ = −(2C₁₂/C₁₁) ε∥

The factor of two comes from the two stretched directions in the plane. The minus sign says that, for positive C₁₂, stretching the film in its plane makes it thinner. The constant C₄₄ has dropped out because the surface normal is a cube axis, so that σ_zz contains no shear strain. The thickness has dropped out as well, since the strain is the same at every depth.

**Q.** I distrust arguments that set stresses to zero. Would an energy argument agree?

**A.** It must, because the film is free to choose its height. With the shears absent, the energy per volume is

u = (C₁₁/2)(2ε∥² + ε⊥²) + C₁₂(ε∥² + 2ε∥ε⊥)

= (C₁₁ + C₁₂)ε∥² + 2C₁₂ε∥ε⊥ + (C₁₁/2)ε⊥²

Complete the square in ε⊥. The square (C₁₁/2)(ε⊥ + 2C₁₂ε∥/C₁₁)² supplies the last two terms and an extra 2C₁₂²ε∥²/C₁₁, which must be subtracted:

u = (C₁₁/2)(ε⊥ + 2C₁₂ε∥/C₁₁)² + Mε∥²

M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁

The lowest energy at fixed ε∥ makes the bracket zero, which is the same result. What remains, Mε∥², is the energy that the substrate forces the film to store. The quantity M is called the biaxial modulus, because it also gives the in-plane stress:

σ_xx = C₁₁ε∥ + C₁₂(ε∥ + ε⊥) = (C₁₁ + C₁₂ − 2C₁₂²/C₁₁)ε∥ = Mε∥

**Q.** Both arguments used your guess of a uniform strain without shear. Has anyone let the film decide?

**A.** That was one of the numerical tests. A film was divided into six layers, each free to move in all three directions above a fixed base, and the total elastic energy was minimized. Three sets of C₁₁, C₁₂ and C₄₄ were used: 270, 110, 76 GPa; 100, 60, 80 GPa; and 100, −20, 30 GPa. For unit in-plane strain in the linear law, every layer took the predicted ε⊥ to within about one part in 10⁵, and the shears stayed below 10⁻⁹.

**Q.** I know thin sheets through Poisson's ratio ν. A stretched rod contracts by ν times its extension. With two stretched directions I would have written −2ν.

**A.** That would be right if you imposed the two stresses one after the other and counted each extension separately. But for positive ν each pull also shortens the film in the direction of the other pull, so the actual in-plane strain is smaller than the sum suggests. First find ν for a pull along the cube axis x. The sides are free and equivalent, so ε_yy = ε_zz and

0 = σ_yy = C₁₁ε_yy + C₁₂(ε_xx + ε_yy)

ε_yy = −[C₁₂/(C₁₁ + C₁₂)] ε_xx, so ν = C₁₂/(C₁₁ + C₁₂)

Now apply the same stress σ along x and y. Let E be the ratio of stress to strain for a single pull along a cube axis. Adding the two responses gives

ε∥ = (1 − ν)σ/E, ε⊥ = −2νσ/E

ε⊥/ε∥ = −2ν/(1 − ν)

Since 1 − ν = C₁₁/(C₁₁ + C₁₂), this equals −2C₁₂/C₁₁. Your −2ν lacks the division by 1 − ν.

**Q.** How large can the ratio be? Could a stretched film become thicker?

**A.** Stability sets the range. The energy must be positive for every strain. For ε_xx = −ε_yy = s, with the other components zero, it is (C₁₁ − C₁₂)s². For three equal normal strains s it is (3/2)(C₁₁ + 2C₁₂)s². Hence

C₁₁ − C₁₂ > 0, C₁₁ + 2C₁₂ > 0

Twice the first plus the second gives 3C₁₁ > 0. Dividing by C₁₁ then yields −1/2 < C₁₂/C₁₁ < 1, and so

−2 < ε⊥/ε∥ < 1

Your volume-conserving value −2 is the limit in which C₁₂ approaches C₁₁. The crystal then resists a change of volume far more than a change of shape of the kind just considered. If C₁₂ is zero, the height does not respond. If C₁₂ is negative, the stretched film does become thicker: the third test set above has the ratio +0.4.

The volume change is, to first order,

2ε∥ + ε⊥ = 2(1 − C₁₂/C₁₁)ε∥

In a stable crystal this has the sign of ε∥. A film under in-plane tension gains volume.

**Q.** All this treats the crystal as a continuum. I would believe it sooner if atoms obeyed it.

**A.** Take an fcc crystal whose atoms attract and repel in pairs by a Morse potential. In units of the well depth, and with distance r in units of the distance of lowest pair energy,

φ(r) = X² − 2X, X = exp[−4(r − 1)]

The sum includes neighbours out to three cube edges. This cutoff is part of the model: summing further out raises the value of C₁₂/C₁₁ given below by about 0.0006. Two separate calculations were made. The first obtained C₁₁ and C₁₂ from energy differences of the bulk crystal under small strains, giving C₁₂/C₁₁ = 0.69663 and a predicted ratio of −1.39326. The second fixed the in-plane spacing at strains of +10⁻⁴ and −10⁻⁴ and moved the atomic layers until the force on the cell height vanished. The change of height divided by the change of in-plane spacing was −1.39326.

This test treats the interior of a film, where every atom has all its neighbours. The few layers next to a real surface have fewer neighbours and may take other spacings. Their shift does not grow with the film thickness, so its share of the average height falls as layers are added. The strains are small, however, so the film must be thick enough for this share to be small compared with ε⊥ itself.

## Part 2. A garnet film, and what the result leaves out

The film has relaxed lattice parameter a_f, imposed in-plane spacing a_s and perpendicular lattice parameter a⊥. Its strains, measured from a_f, are ε∥ and ε⊥. With r = 2C₁₂/C₁₁, Part 1 gave

ε⊥ = −rε∥, σ_xx = Mε∥, M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁

The stored energy per volume is Mε∥², and Poisson's ratio along a cube axis is ν = C₁₂/(C₁₁ + C₁₂). The film is coherent, flat and free at the top.

**Q.** You insist on a (001) surface. A cubic crystal is so symmetric that I doubt the orientation matters.

**A.** Try (111). The normal n now has components 1/√3 along each cube axis. A strain ε∥ in the plane and ε⊥ along n reads, in cube axes,

ε_ij = ε∥δ_ij + (ε⊥ − ε∥)/3

where δ_ij is 1 for i = j and 0 otherwise. Each diagonal component is (2ε∥ + ε⊥)/3 and each shear is (ε⊥ − ε∥)/3. The threefold axis along n forbids a sideways traction, because a vector in the plane cannot survive a third of a turn unchanged. The normal traction is the sum of n_i σ_ij n_j. It has three diagonal and six shear terms, each with weight 1/3, and must vanish:

σ_xx + 2σ_xy = (C₁₁ + 2C₁₂)(2ε∥ + ε⊥)/3 + 4C₄₄(ε⊥ − ε∥)/3 = 0

Collecting the terms in ε⊥ and in ε∥ gives

ε⊥/ε∥ = −(2C₁₁ + 4C₁₂ − 4C₄₄)/(C₁₁ + 2C₁₂ + 4C₄₄)

For constants of 100, 60 and 80 GPa this is −120/540 = −0.222, while (001) gives −1.200. The orientation can matter greatly. The two agree when 2C₄₄ = C₁₁ − C₁₂, the condition for elastic isotropy: the fraction then becomes 6C₁₂/(3C₁₁).

**Q.** Give me a film that somebody would use.

So far, the elastic constants and the surface orientation have fixed the ratio of perpendicular to in-plane strain in a wide, coherent cubic film. What remains is to put numbers to a real material, a garnet film, and to estimate what the simple result leaves out.
